# Conjugated Porogen Residues and Permittivity: Where the Fourth-Power Law Stops

**Q:** My porous organosilicate films keep some carbon from the porogen, and I am told that conjugated residue raises the permittivity $k$ disproportionately. The reason offered is that a delocalized electron in a box of length $L$ has polarizability proportional to $L^4$. Is the law itself right?

**A:** For one electron kept in one quantum state, yes. Take hard walls at $x=0$ and $x=L$ and a static field $F$ along $x$. The electron, of charge $-e$, has the energy $eFx$ in the field. With $x=Ls$ the Hamiltonian becomes

$$H=\frac{\hbar^2}{mL^2}\left[-\frac12\frac{d^2}{ds^2}+\lambda s\right],\qquad \lambda=\frac{meFL^3}{\hbar^2}.$$

The bracket contains $L$ only through $\lambda$. Let the quadratic term of its $n$th eigenvalue be $-\tfrac12a_n\lambda^2$, with $a_n$ a pure number. The energy then contains

$$-\frac12a_n\frac{\hbar^2}{mL^2}\frac{m^2e^2F^2L^6}{\hbar^4}=-\frac12\,a_n\frac{me^2L^4}{\hbar^2}F^2 .$$

I use the polarizability volume $\alpha$, defined by an induced dipole $4\pi\varepsilon_0\alpha F$ and an energy $-\tfrac12\,4\pi\varepsilon_0\alpha F^2$. Since $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ is the Bohr radius,

$$\alpha_n=a_n\frac{L^4}{a_0}.$$

**Q:** What is $a_n$? I would expect higher states to be softer.

**A:** It has to be calculated, because its sign matters. Put $u=s-\tfrac12$, which only shifts the energy zero, and $q=n\pi$. The unperturbed state is $\psi_0=\sqrt2\sin qs$, with energy $q^2/2$. The first-order correction obeys

$$\psi_1''+q^2\psi_1=2u\psi_0,\qquad \psi_1(0)=\psi_1(1)=0.$$

Two identities give the solution:

$$(u^2\cos qs)''+q^2u^2\cos qs=2\cos qs-4qu\sin qs,$$
$$(u\sin qs)''+q^2u\sin qs=2q\cos qs.$$

Matching the source fixes the coefficient of $u^2\cos qs$ as $-1/(\sqrt2q)$. Cancelling the leftover cosine fixes that of $u\sin qs$ as $1/(\sqrt2q^2)$. A multiple of $\cos qs$, which solves the homogeneous equation, satisfies the walls, where $u^2=\tfrac14$:

$$\psi_1=\frac{1}{\sqrt2\,q}\left[\left(\tfrac14-u^2\right)\cos qs+\frac{u\sin qs}{q}\right].$$

This has the opposite parity to $\psi_0$ about the centre, so it is orthogonal to it. The second-order energy is

$$\langle\psi_0|u|\psi_1\rangle=\frac1q\left[\int_0^1u\left(\tfrac14-u^2\right)\sin qs\cos qs\,ds+\frac1q\int_0^1u^2\sin^2qs\,ds\right].$$

Integration by parts, with $\sin2q=0$ and $\cos2q=1$, gives $\int u\sin2qs\,ds=-1/(2q)$. For $g=u/4-u^3$, which vanishes at both walls and has $g''=-6u$, two further integrations give

$$\int g\sin2qs\,ds=-\frac1{4q^2}\int g''\sin2qs\,ds=-\frac{3}{4q^3}.$$

The first integral in the bracket is half of this, $-3/(8q^3)$. Also $\int u^2\cos2qs\,ds=-\frac1q\int u\sin2qs\,ds=1/(2q^2)$, so the second integral is $\tfrac12[\tfrac1{12}-1/(2q^2)]=\tfrac1{24}-1/(4q^2)$. Hence

$$\langle\psi_0|u|\psi_1\rangle=\frac1{24q^2}-\frac5{8q^4}.$$

This equals $-\tfrac12a_n$, so

$$a_n=\frac{1}{12\pi^4}\left(\frac{15}{n^4}-\frac{\pi^2}{n^2}\right).$$

The coefficient is positive for $n=1$ and negative for every $n\ge2$, because $n^2\pi^2$ then exceeds 15. In a box of 0.84 nm the first three states have $\alpha_n=41.3$, $-12.3$ and $-7.3$ Å$^3$.

**Q:** How can a polarizability be negative?

**A:** In second order the field mixes a state with its neighbours. Those above push its energy down and those below push it up. Levels go as $n^2$, so from $n=2$ the level below is 3 units away and the one above is 5. The shifts go as the squared coupling divided by this distance. The position elements to the two neighbours are in the ratio $\frac{2}{9}:\frac{6}{25}$, which is nearly equal, so the closer, lower neighbour wins. An electron alone in such a state would have its charge displaced against the force. In a filled molecule, the electrons in the lower levels change this account.

**Q:** Then what does a whole conjugated segment do?

**A:** Give each carbon one $\pi$ electron and a length $d$ of box, so that $N$ electrons occupy $L=Nd$. This allows half a bond of free length beyond each end atom. Take $N$ even and treat the electrons as independent. They doubly occupy the levels up to $M=N/2$:

$$\alpha=\frac{2L^4}{a_0}\sum_{n=1}^{M}a_n .$$

The sum over all levels vanishes, since $\sum n^{-4}=\pi^4/90$ and $\sum n^{-2}=\pi^2/6$ give $15\pi^4/90-\pi^4/6=0$. The filled sum is therefore minus the sum over empty levels:

$$\alpha=\frac{L^4}{6\pi^4a_0}\sum_{n>M}\left(\frac{\pi^2}{n^2}-\frac{15}{n^4}\right).$$

For large $M$, replace $1/n^2$ by $1/(n^2-\tfrac14)=1/(n-\tfrac12)-1/(n+\tfrac12)$. The sum telescopes to $1/(M+\tfrac12)=2/(N+1)$. This replacement and the quartic term both cause relative errors of order $1/M^2$. To leading order,

$$\alpha\simeq\frac{L^4}{3\pi^2a_0(N+1)}\;\longrightarrow\;\frac{d\,L^3}{3\pi^2a_0}.$$

So a segment that grows by adding carbons follows $L^3$, or $L^2$ per carbon. The fourth power returns only if you stretch the box at fixed $N$, which is not what a longer residue does.

For $N=6$ and $d=0.14$ nm, $L^4/a_0=9408$ Å$^3$ and the leading formula gives $9408/(3\pi^2\times7)=45.4$ Å$^3$. The full sum is $2(41.3-12.3-7.3)=43.3$ Å$^3$ before rounding, so the formula is about 5% high.

**Q:** Is there a picture for losing one power of $L$?

**A:** Write the response as a sum over transitions. Those between two filled levels cancel, since one level is pushed down by as much as the other is pushed up. What remains is filled-to-empty transitions, led by the one from the highest filled level (HOMO) to the lowest empty one (LUMO). The product of their sine functions is half the difference of two cosines, and $\int_0^Lx\cos(j\pi x/L)\,dx=-2L^2/(j^2\pi^2)$ for odd $j$. Thus

$$|\langle M|x|M{+}1\rangle|=\frac{2L}{\pi^2}\left[1-\frac1{(N+1)^2}\right]\simeq\frac{2L}{\pi^2},$$
$$\Delta E=\frac{\pi^2\hbar^2}{2mL^2}\left[(M+1)^2-M^2\right]=\frac{\pi^2\hbar^2(N+1)}{2mL^2}.$$

Two electrons each contribute $2e^2|x|^2/\Delta E$ to the polarizability. Dividing by $4\pi\varepsilon_0$ gives

$$\frac{4e^2}{4\pi\varepsilon_0}\frac{4L^2}{\pi^4}\frac{2mL^2}{\pi^2\hbar^2(N+1)}=\frac{32L^4}{\pi^6a_0(N+1)}.$$

This is $96/\pi^4=98.6\%$ of the large-$N$ total. The dipole element grows as $L$. At a fixed state the gap falls as $1/L^2$, giving $L^2/L^{-2}=L^4$. At a fixed electron density it falls as $1/L$, giving $L^3$.

**Q:** Real polyenes have alternating short and long bonds. Does the cubic law survive?

**A:** Not for long chains. Represent the alternation by

$$V(x)=E_g\cos(\pi x/d).$$

The atoms sit at $d/2,3d/2,\dots$, and the minima at $d,3d,\dots$ mark the double bonds. With one electron per $d$ and two spins, the Fermi wave number is $k_F=\pi/(2d)$. The potential couples waves $k_F+q$ and $-k_F+q$ with strength $\Delta=E_g/2$. Apart from a common energy, the two-wave Hamiltonian has diagonal entries $\pm\hbar v_Fq$, where $v_F=\hbar k_F/m$, and off-diagonal entries $\Delta$. Its levels are $\pm\epsilon$, with $\epsilon^2=(\hbar v_Fq)^2+\Delta^2$, and the smallest separation is $E_g$.

Its eigenvectors are $(\cos\frac\theta2,\sin\frac\theta2)$ and $(-\sin\frac\theta2,\cos\frac\theta2)$, with $\tan\theta=\Delta/(\hbar v_Fq)$. Position acts as $i\,d/dq$, so its element between the bands has magnitude

$$\frac12\left|\frac{d\theta}{dq}\right|=\frac{\hbar v_F\Delta}{2\epsilon^2}.$$

Each $q$ holds two electrons and has transition energy $2\epsilon$. With $dq/2\pi$ states per unit length,

$$\frac{\alpha}{L}=\frac{4e^2}{4\pi\varepsilon_0}\int\frac{dq}{2\pi}\frac{(\hbar v_F\Delta)^2}{4\epsilon^4}\frac1{2\epsilon}
=\frac{e^2}{4\pi\varepsilon_0}\frac{(\hbar v_F\Delta)^2}{4\pi}\int\frac{dq}{\epsilon^5}.$$

Setting $\hbar v_Fq=\Delta\tan\phi$ turns the last integral into $(\hbar v_F\Delta^4)^{-1}\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=4/(3\hbar v_F\Delta^4)$. Its limits may be taken as infinite when $\Delta\ll\hbar v_Fk_F$. Therefore

$$\frac{\alpha}{L}=\frac{e^2}{4\pi\varepsilon_0}\frac{4\hbar v_F}{3\pi E_g^2},\qquad
\frac{\alpha}{N}=\frac{e^2}{4\pi\varepsilon_0}\frac{2\hbar^2}{3mE_g^2},$$

where the second form uses $L=Nd$ and $v_F=\pi\hbar/(2md)$. The polarizability per carbon stops growing. For a round gap of 2 eV, with $e^2/4\pi\varepsilon_0=1.44$ eV nm and $\hbar^2/m=0.0762$ eV nm$^2$, it tends to $2(1.44)(0.0762)/(3\times4)=0.0183$ nm$^3$, or 18.3 Å$^3$.

**Q:** At what length does that limit begin to matter?

**A:** Equate it to the gapless value per carbon, $d^4N^2/(3\pi^2a_0)$. The result is $N=8.6$, or 1.2 nm. This is only where the two limiting formulas cross; the crossover is gradual, and alternation already matters for shorter segments. I diagonalized the box with $V$ in sine functions and summed over transitions. For $N=6$ the alternation raises the HOMO–LUMO gap from 3.7 to 4.9 eV and lowers $\alpha$ from 43.3 to 23.7 Å$^3$. At $N=24$ the value is 332 Å$^3$, or 13.8 per carbon, still below the limit.

**Q:** You have let the electrons ignore each other. How serious is that?

**A:** It is a large omission. Charge displaced by the field makes a field of its own, opposing the applied one over most of the segment. To size this, I solved the alternating box on a spatial grid and let the induced charge act back until the density was self-consistent. The repulsion was $e^2/(4\pi\varepsilon_0\sqrt{x^2+b^2})$, with $b=0.12$ nm for the width of the $\pi$ cloud. Exchange and correlation are absent, so this is an estimate. The $\pi$ polarizabilities along the chain, in Å$^3$, are:

| $N$ | Free | Alternating | With repulsion |
|---|---:|---:|---:|
| 6 | 43.3 | 23.7 | 13.4 |
| 12 | 386 | 111 | 64.4 |
| 24 | 3242 | 332 | 233 |

Doubling $N$ from 6 to 12 multiplies the last column by 4.8. The free box gives 8.9, and the fixed-state law would give 16. Growth faster than the number of carbons survives over this range, but the fourth power does not. The box overstates this growth for real zigzag polyenes: in Hartree–Fock theory with the 6-31G basis, the $\pi$ response along the chain grows by a factor of about 3.3 from six to twelve carbons.

**Q:** How do I get from a segment to the permittivity of a film?

**A:** You need an orientation average and a local field. A rod responding only along its axis has a component $\alpha\cos^2\vartheta$ along the field, with average $\alpha/3$ for random directions. In general the average is one third of the trace of the polarizability tensor.

For the local field, cut an imaginary sphere around a molecule. The polarization $P$ leaves surface charge on it, whose field at the centre is $\frac{P}{4\pi\varepsilon_0}\int\cos^2\vartheta\,d\Omega=P/(3\varepsilon_0)$. I assume that the dipoles inside the sphere cancel on average, as for isotropically distributed point dipoles. With $P=\varepsilon_0(k-1)F$, the local field is $F+P/(3\varepsilon_0)=F(k+2)/3$. Setting $P$ equal to $4\pi\varepsilon_0\sum_in_i\alpha_i$ times this field, where $n_i$ is number density, gives

$$X\equiv\frac{k-1}{k+2}=\frac{4\pi}{3}\sum_in_i\alpha_i .$$

Because $X=1-3/(k+2)$, a small addition changes $k$ by

$$\delta k\simeq\frac{(k+2)^2}{3}\,\delta X .$$

At a fixed density $n_C$ of residual carbons there are $n_C/N$ segments per volume. Thus $\delta k$ follows $\alpha/N$, not $\alpha$. Even the ideal gapless chain would give $L^2$ here.

**Q:** Put numbers on it for a film with $k=2.4$.

**A:** Let $n_C=3$ nm$^{-3}$ and let the residue occupy pore space, leaving the host unchanged. For $N=6$ there are 0.5 segments per nm$^3$. Their $\pi$ response with repulsion averages $13.4/3=4.5$ Å$^3$, or 0.0045 nm$^3$, so $\delta X=(4\pi/3)(0.5)(0.0045)=0.0094$. The slope is $4.4^2/3=6.45$, hence $\delta k\simeq0.06$. For the same carbon in segments of $N=12$ the model gives 0.15.

The second figure is only indicative. The mean spacing of those segments, $(N/n_C)^{1/3}$, is 1.6 nm and their length is 1.7 nm, so they are not point dipoles. At $N=6$ the spacing is 1.3 nm and the length 0.84 nm, which is also a strained use of the formula.

**Q:** Saturated residue has polarizable electrons too. Is the conjugated kind really worse?

**A:** That comparison needs all the electrons. I computed straight polyenes and alkanes by Hartree–Fock theory in a small finite field, with idealized geometries. The basis was 6-31G with one diffuse $d$ shell on each carbon, and integrals were density-fitted. This includes the $\sigma$ electrons and their mutual screening, but omits correlation. The basis has no diffuse $s$ or $p$ functions on carbon and no $p$ functions on hydrogen, so the polarizabilities come out too low. The error is not the same for the two families: adding such functions raises butadiene by about 13% and butane by about 8%. The mean polarizabilities and resulting $k$, at the same $n_C$, are:

| Carbons | Polyene, Å$^3$ | Alkane, Å$^3$ | $k$, polyene | $k$, alkane |
|---|---:|---:|---:|---:|
| 2 | 3.53 | 3.64 | 2.55 | 2.55 |
| 4 | 7.39 | 6.76 | 2.56 | 2.54 |
| 6 | 12.29 | 9.96 | 2.57 | 2.54 |

For hexatriene, $\delta X=(4\pi/3)(0.5)(0.01229)=0.0257$. The host has $X=1.4/4.4=0.3182$, so the total is 0.3439 and $k=(1+2X)/(1-X)=2.57$. Hexane gives 2.54. Most of the rise from 2.4 therefore comes from having carbon in the pores at all. In this basis conjugation adds about 0.03, roughly a quarter of the alkane's own rise of 0.14; a fuller basis probably raises that share, as it does for four carbons.

**Q:** Why so little, if the polarizability along the chain grows so fast?

**A:** Directional averaging hides much of it. Along the axis of largest response, hexatriene has 22.7 Å$^3$ and hexane 12.0. Subtracting these from three times the means leaves 14.2 and 17.8 Å$^3$ for the two other directions together. The polyene gains 10.7 along the chain and loses 3.7 across it, so the mean gains $(10.7-3.7)/3=2.3$ Å$^3$. Hexatriene also has 8 hydrogens against hexane's 14, and the basis lacks diffuse functions. Either may contribute to the transverse loss; I have not separated them.

The trend with length is still visible. From four to six carbons the largest component grows as the 1.5 power of carbon number in the polyenes and the 1.1 power in the alkanes. The excess mean polarizability per carbon is $-0.05$, 0.16 and 0.39 Å$^3$ for 2, 4 and 6 carbons. The first is too small for its sign to be trusted at this level of theory.

**Q:** How close is this to a real film?

**A:** A porous organosilicate with $k$ near 2.4 is a usual low-$k$ material. Three carbons per nm$^3$ weigh about 0.06 g/cm$^3$, roughly 5% of a film of density 1.2 g/cm$^3$; both film figures are rough. The local-field formula treats host and residue as uniformly mixed. Residue gathered in pores feels a different field, which can change its contribution to $k$ by some tens of percent either way when the pore structure is isotropic, depending on how the pores are shaped and connected; aligned or layered pores can change it by a factor of two or more. Porogens are often cyclic hydrocarbons, and their residue need not form straight, unbroken chains. That is the assumption most open to doubt. Within the $\pi$ model, changing the segment from 12 to 6 carbons at fixed carbon density moves its contribution from 0.15 to 0.06. The box exaggerates this step; the Hartree–Fock $\pi$ response of the real chains gives about 0.13 and 0.08. Fused rings or graphitic clusters need their own calculation.

Temperature and field matter little to the electronic part for $N=6$. Thermal energy at 400 K is 0.034 eV, against a gap of 4.9 eV. In the alternating box without repulsion, a field of 1 MV/cm changes the ratio of induced dipole to field by about 0.001%. Polar groups and absorbed water are outside the calculation. Their orientation and vibration can add to $k$, so a high measured value does not by itself identify conjugation.

**Q:** What should I conclude when choosing a cure?

**A:** At equal residual carbon, and if the cure leaves the host and its polar groups unchanged, breaking long conjugated segments into short ones should lower $k$. Once the segments are down to about six carbons, these numbers favour removing carbon over saturating it. In the uniform-mixture example, taking all the hexatriene out lowers $k$ by about 0.17, while replacing it by hexane lowers it by about 0.03 in the basis used, and probably by somewhat more in a fuller one.
